# Dodson–Tsao Strain Relaxation from Dislocation Glide and Multiplication

## First half: from excess stress to the rate equation

### What the simpler accounts miss

A strained crystalline film can lower its energy by forming misfit dislocations once it exceeds a critical thickness. An energy balance gives the strain that should remain, but it contains no clock. It cannot say whether a film above the critical thickness relaxes in a second or stays strained through a long anneal.

Adding dislocation glide supplies a clock, but at fixed thickness and temperature it cannot by itself give a slow start. If a fixed number of dislocations moves at a speed proportional to the remaining excess stress, relaxation is fastest at the start, when the stress is largest. Such a model has no slow beginning followed by a rapid stage. With this glide law and fixed conditions, such a history requires the number of moving dislocations to grow.

The Dodson–Tsao equation combines the two effects:

$$
\frac{d\gamma}{dt}=C\mu^2\,[f_0-\gamma-s(h)]^2(\gamma+\gamma_0). \tag{1}
$$

Here $\gamma$ is the misfit strain already relaxed, $f_0$ the total misfit, $s(h)$ the elastic strain left at equilibrium in a film of thickness $h$, $\mu$ the shear modulus, and $\gamma_0$ a measure of the initial sources. The squared bracket does not follow from glide alone. It rests on a particular description of multiplication, stated below.

### Strain and stress in the film

The film lies on a thick substrate and is elastically isotropic, with Poisson ratio $\nu$. Strains are positive magnitudes, so films in tension and compression are treated alike. Two orthogonal arrays of misfit dislocations relax the two in-plane directions equally. The remaining elastic strain is

$$
\varepsilon=f_0-\gamma .
$$

With in-plane strains $\varepsilon$ and normal strain $\varepsilon_z$, Hooke's law gives the normal stress

$$
\sigma_z=\Lambda(2\varepsilon+\varepsilon_z)+2\mu\varepsilon_z,
\qquad \Lambda=\frac{2\mu\nu}{1-2\nu}.
$$

The free surface requires $\sigma_z=0$. Since $\Lambda+2\mu=2\mu(1-\nu)/(1-2\nu)$,

$$
\varepsilon_z=-\frac{2\Lambda}{\Lambda+2\mu}\varepsilon
=-\frac{2\nu}{1-\nu}\varepsilon .
$$

The in-plane stress is $\Lambda(2\varepsilon+\varepsilon_z)+2\mu\varepsilon$. The condition $\sigma_z=0$ replaces its first term by $-2\mu\varepsilon_z$, so

$$
\sigma=2\mu(\varepsilon-\varepsilon_z)=M\varepsilon,
\qquad M=\frac{2\mu(1+\nu)}{1-\nu}. \tag{2}
$$

### Energy gained by one misfit line

Let $b$ be the Burgers length and $b_{\rm eff}$ the in-plane Burgers component perpendicular to the misfit line. This component relaxes misfit. The other components are taken to cancel on average over the population.

If one array has $\rho$ lines per unit distance, it relaxes the strain $\gamma=b_{\rm eff}\rho$. The number $\rho$ is also the line length per unit film area. Adding $\delta\rho$ to one array changes one in-plane strain by $-b_{\rm eff}\delta\rho$, and the elastic energy per area by

$$
\delta E_{\rm el}=h\sigma(-b_{\rm eff}\delta\rho)
=-M\varepsilon b_{\rm eff}h\,\delta\rho .
$$

The accompanying change of $\varepsilon_z$ does no work because $\sigma_z=0$. The energy gained per unit length of new line is therefore $M\varepsilon b_{\rm eff}h$.

### Energy cost of the line

Let $\beta$ be the angle between the Burgers vector and the line. The screw and edge components are $b_s=b\cos\beta$ and $b_e=b\sin\beta$. Around a screw dislocation the displacement along the line grows by $b_s$ in one turn, so the shear strain at radius $r$ is $b_s/(2\pi r)$ and the shear stress is $\mu b_s/(2\pi r)$.

For the edge part, take the line along $z$ and its Burgers vector along $x$. The Airy stress function $\chi=-Q\,y\ln r$ gives

$$
\sigma_{xx}=\frac{\partial^2\chi}{\partial y^2}
=-Q\frac{y(3x^2+y^2)}{r^4},
$$

$$
\sigma_{yy}=\frac{\partial^2\chi}{\partial x^2}
=Q\frac{y(x^2-y^2)}{r^4},\qquad
\sigma_{xy}=-\frac{\partial^2\chi}{\partial x\partial y}
=Q\frac{x(x^2-y^2)}{r^4}.
$$

These derivatives satisfy force balance identically. Their sum $\sigma_{xx}+\sigma_{yy}=-2Qy/r^2$ is harmonic away from the line, which is the compatibility condition in plane strain.

The Burgers vector fixes $Q$. In plane strain $\varepsilon_{xx}=[(1-\nu)\sigma_{xx}-\nu\sigma_{yy}]/(2\mu)$. At fixed $y$,

$$
\int_{-\infty}^{\infty}\frac{x^2\,dx}{(x^2+y^2)^2}
=\int_{-\infty}^{\infty}\frac{y^2\,dx}{(x^2+y^2)^2}
=\frac{\pi}{2|y|}.
$$

Thus $\sigma_{yy}$ integrates to zero and $\sigma_{xx}$ to $-2\pi Q\,{\rm sgn}(y)$. The displacement differences along lines below and above the core differ by $2\pi(1-\nu)Q/\mu$. This must be $b_e$, so

$$
Q=\frac{\mu b_e}{2\pi(1-\nu)} .
$$

On the plane $y=0$ the edge shear stress is $Q/r$. Now create the dislocation by sliding the two faces of this plane between radii $r_0$ and $R$. The stress grows in proportion to the slip, which gives a factor $1/2$:

$$
T=\frac12\int_{r_0}^{R}\left[
\frac{\mu b_e^2}{2\pi(1-\nu)r}+\frac{\mu b_s^2}{2\pi r}\right]dr .
$$

Work on the inner and outer cylinders cancels. Their tractions scale as $1/r$ while their areas scale as $r$, and their displacements differ by a constant vector, which does no work against tractions of zero net force.

The film surface limits the field at a distance of order $h$, and the core limits it at order $b$. Write $R/r_0=\alpha h/b$, where $\alpha$ absorbs both uncertain factors. Since $\sin^2\beta+(1-\nu)\cos^2\beta=1-\nu\cos^2\beta$,

$$
T=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}
\ln\frac{\alpha h}{b}. \tag{3}
$$

This treats each line as isolated apart from the mean strain. This is an approximation that worsens gradually as the lines crowd together, because neighbouring lines alter the cost of a new one. The size of the error depends on how the lines are arranged. For lines placed at random, the mean strain accounts for their interaction on average. For an evenly spaced array in the model film of the second half, with the tilt and screw components alternating in sign, the cost of adding line falls to about $0.92T$ at a spacing of $10h$, $0.86T$ at $1.7h$ and $0.74T$ at $h$. There is thus no sharp limit; the approximation is used here as a rough one while the line spacing is larger than about $h$.

### Excess stress

Gain and cost balance when the elastic strain has the value $s$ given by $Mb_{\rm eff}hs=T$. With equations (2) and (3),

$$
s(h)=\frac{b^2(1-\nu\cos^2\beta)}
{8\pi(1+\nu)b_{\rm eff}h}\ln\frac{\alpha h}{b}. \tag{4}
$$

A dislocation arm threading through the film lays down misfit line as it advances. The net force on it is the energy released per unit advance:

$$
F=Mb_{\rm eff}h(f_0-\gamma)-T
=b_{\rm eff}h\,\sigma_{\rm ex},
$$

$$
\sigma_{\rm ex}=M[f_0-\gamma-s(h)]. \tag{5}
$$

The excess stress is thus the film stress minus the part needed to pay for new line.

### Resolved stress and glide speed

Let $b_{\rm eff}=b\cos\eta$. Take the arm to be straight and perpendicular to the misfit line it lays down, and let $\phi$ be the angle between the arm and the film normal. The arm has length $h/\cos\phi$. A shear stress $\tau$ exerts force $\tau b$ per unit length on it, so

$$
\tau=\frac{F}{bh/\cos\phi}
=S\sigma_{\rm ex},\qquad S=\cos\eta\cos\phi. \tag{6}
$$

For a $60^\circ$ dislocation on an inclined $\{111\}$ plane in a film with a $(001)$ surface, $\cos\eta=1/2$. The glide-plane normal has film-normal component $1/\sqrt3$, so the steepest direction in the plane has component $\sqrt{1-1/3}=\sqrt{2/3}$. Hence $S=1/\sqrt6=0.408$.

Glide is taken to be viscous and thermally activated:

$$
v=B\tau,\qquad B=B_0e^{-U/kT_{\rm abs}}, \tag{7}
$$

where $U$ is the glide barrier and $T_{\rm abs}$ the absolute temperature. This contributes one power of excess stress.

### A rule for multiplication

Each source is assumed to emit $K\tau$ moving arms for every unit of glide path. Its emission frequency is then $K\tau v$. A scaling argument motivates the stress factor: a line bowing against its tension has a radius of order $\mu b/\tau$, so a source that must glide through such a radius before emitting acts about $\tau/(\mu b)$ times per unit path. The coefficient $K$ also contains the fraction of line content that acts as a source. The rule is a constitutive assumption, not a theorem of elasticity.

The scaling argument also needs room for the bow, that is, $\mu b/\tau<h$. In the model film of the second half, $\mu b/\tau$ is 42 nm at the start, against a thickness of 50 nm, and it exceeds the thickness once about 16 percent of the available strain has relaxed. Beyond that point, and in the thinner films considered near the end, the stress factor is assumed without this support.

For each array, let $m$ be the number of moving arms per area and $n$ the number of sources per area. Sources comprise the initial ones, $n_0$, and dislocations that have been arrested. A moving arm stops after a mean path $\ell$. Counting arms gives

$$
\frac{dm}{dt}=v\left(K\tau n-\frac m\ell\right),\qquad
\frac{dn}{dt}=\frac{vm}{\ell}. \tag{8}
$$

Moving arms lay line at the rate $vm$ per area, so

$$
\frac{d\gamma}{dt}=b_{\rm eff}vm. \tag{9}
$$

Comparison with the second part of (8) gives $d\gamma/dt=b_{\rm eff}\ell\,dn/dt$. With $\gamma(0)=0$,

$$
\gamma+\gamma_0=b_{\rm eff}\ell n,\qquad
\gamma_0=b_{\rm eff}\ell n_0. \tag{10}
$$

The source strain $\gamma_0$ is not strain already relaxed. It expresses the initial source density in the same units as $\gamma$.

### The short-path limit

Use the glide path $z$, with $dz=v\,dt$, as a clock, and let a prime mean $d/dz$. Then $\gamma'=b_{\rm eff}m$ and $m'=K\tau n-m/\ell$. Differentiating the first relation and using (10),

$$
\gamma''=\frac{K\tau(\gamma+\gamma_0)}{\ell}-\frac{\gamma'}{\ell},
$$

$$
\ell\gamma''+\gamma'=K\tau(\gamma+\gamma_0). \tag{11}
$$

At early times $\tau$ is nearly constant. A solution $\gamma+\gamma_0\propto e^{pz}$ requires $\ell p^2+p=K\tau$. The growing root is

$$
p=\frac{-1+\sqrt{1+4K\tau\ell}}{2\ell}
\simeq K\tau(1-K\tau\ell).
$$

The other root is close to $-1/\ell$ and describes a transient that dies within about one run length. The first term of (11) is therefore a small correction if $K\tau\ell\ll1$: an arm finishes its run well before a typical source emits the next one.

Near the end, put $r=f_0-s-\gamma$ and $D=f_0-s+\gamma_0$. Then $\gamma+\gamma_0\simeq D$ and $\tau=SMr$, so (11) becomes $\ell r''+r'+KSMD\,r=0$. The corresponding small parameter is

$$
q=KSMD\ell\ll1. \tag{12}
$$

Since $D$ is larger than $f_0-s$, this condition covers the early stage as well. Dropping $\ell\gamma''$ leaves $\gamma'=K\tau(\gamma+\gamma_0)$. Multiplication by $v=B\tau$ returns to time:

$$
\frac{d\gamma}{dt}=KB\tau^2(\gamma+\gamma_0)
=KB(SM)^2[f_0-\gamma-s(h)]^2(\gamma+\gamma_0).
$$

This is (1), with

$$
C=KB\left[\frac{2S(1+\nu)}{1-\nu}\right]^2. \tag{13}
$$

One power of stress comes from glide speed and the other from multiplication. The factor $\gamma+\gamma_0$ is the source population.

## Second half: slow start, acceleration and final relaxation

### Symbols and equation carried forward

The relaxed strain is $\gamma$, the misfit $f_0$, the equilibrium elastic strain $s(h)$, and the source strain $\gamma_0=b_{\rm eff}\ell n_0$. Here $b_{\rm eff}$ is the strain-relieving Burgers component, $\ell$ the mean run length and $n_0$ the initial source density per array. The resolved stress is $\tau=SM(f_0-s-\gamma)$, with Schmid factor $S$ and biaxial modulus $M$. Glide speed is $v=B\tau$, and a source emits $K\tau$ arms per unit glide path. At fixed thickness and temperature, define

$$
e=f_0-s(h),\qquad D=e+\gamma_0,\qquad A=C\mu^2=KB(SM)^2 .
$$

For short run lengths, the first half gives

$$
\dot\gamma=A(e-\gamma)^2(\gamma+\gamma_0),\qquad \gamma(0)=0, \tag{14}
$$

where a dot means $d/dt$. The equation applies for $e>0$ and $\gamma\le e$. If thinning or a change of misfit made $e-\gamma$ negative, the force would reverse, but the square would still predict relaxation. Equation (14) must not be used there.

### Closed solution

Introduce the ratio of source strain to remaining excess strain,

$$
w=\frac{\gamma+\gamma_0}{e-\gamma},\qquad w_0=\frac{\gamma_0}{e}.
$$

Adding one gives $1+w=D/(e-\gamma)$. Differentiation of $w$ gives

$$
\dot w=\frac{(e-\gamma)+(\gamma+\gamma_0)}{(e-\gamma)^2}\dot\gamma
=\frac{D\dot\gamma}{(e-\gamma)^2}
=AD(\gamma+\gamma_0).
$$

Since $\gamma+\gamma_0=w(e-\gamma)=wD/(1+w)$,

$$
\dot w=AD^2\frac{w}{1+w}.
$$

Separate the variables, $(1+1/w)\,dw=AD^2dt$, and integrate from the initial state:

$$
w+\ln w=w_0+\ln w_0+AD^2t. \tag{15}
$$

Exponentiation gives $we^w=w_0e^{w_0+AD^2t}$. The principal Lambert function $W$ is defined for positive argument by $W(x)e^{W(x)}=x$. Therefore

$$
w=W\!\left(w_0e^{w_0+AD^2t}\right),\qquad
\gamma=\frac{ew-\gamma_0}{1+w}. \tag{16}
$$

The second expression follows by solving $w(e-\gamma)=\gamma+\gamma_0$ for $\gamma$.

### Why the start is slow

While $\gamma\ll e$, the stress factor is nearly $e^2$, and (14) becomes $\dot\gamma\simeq Ae^2(\gamma+\gamma_0)$. Its solution is

$$
\gamma\simeq\gamma_0\left(e^{Ae^2t}-1\right), \tag{17}
$$

where, as in (16), the $e$ that carries the exponent is the base of natural logarithms, while the $e$ in the product $Ae^2$ is the excess strain. The initial rate $Ae^2\gamma_0$ is small when there are few sources, although the stress is then largest. Each increment of relaxation adds sources, and these raise the rate.

Equation (17) neglects the loss of stress. Since $(e-\gamma)^2\simeq e^2(1-2\gamma/e)$, it overestimates the rate at a given $\gamma$ by a fraction of about $2\gamma/e$.

### Where acceleration ends

Differentiate (14) with the product rule:

$$
\ddot\gamma=A\dot\gamma\left[(e-\gamma)^2
-2(e-\gamma)(\gamma+\gamma_0)\right],
$$

$$
\ddot\gamma=A\dot\gamma(e-\gamma)(e-2\gamma_0-3\gamma). \tag{18}
$$

At the start, acceleration is positive if $\gamma_0<e/2$. It ends at

$$
\gamma_p=\frac{e-2\gamma_0}{3}. \tag{19}
$$

There $\gamma_p+\gamma_0=D/3$ and $e-\gamma_p=2D/3$, so

$$
w_p=\frac12,\qquad
\dot\gamma_p=A\left(\frac{2D}{3}\right)^2\frac D3
=\frac{4AD^3}{27}. \tag{20}
$$

Putting $w=1/2$ in (15) gives the time of the peak:

$$
t_p=\frac{\ln(e/2\gamma_0)+1/2-\gamma_0/e}{AD^2}. \tag{21}
$$

If $\gamma_0\ge e/2$, the rate falls from the beginning. Self-acceleration therefore requires a small enough initial source population as well as multiplication.

The logarithm in (21) matters for interpretation. Reducing a small $\gamma_0$ tenfold lowers the initial rate tenfold, but delays the peak by about $\ln10/(Ae^2)$ if the other parameters stay fixed.

### The last stage

At long times $w$ is large, and (15) gives $w\simeq AD^2t$ at leading order. Since $e-\gamma=D/(1+w)$,

$$
e-\gamma\simeq\frac{1}{ADt}. \tag{22}
$$

The approach to equilibrium is slow because falling stress reduces both glide speed and emission per unit path. The neglected $\ln w$ in (15) makes the leading correction logarithmic in time divided by time. The initial constant $w_0+\ln w_0$ adds a correction proportional to $1/t$, which is still comparable in size at the time quoted next. At $AD^2t=10^4$, numerical integration of (14) with the parameters below gives $(e-\gamma)ADt=1.0015$. For that film this time is $1.6\times10^6$ s. The law sets in slowly: the same product is 2.26 at 2000 s, 1.37 at 5000 s and 1.09 at $2\times10^4$ s.

### A model film

The following round parameters do not represent a named material. SI units suit these mesoscopic quantities better than atomic units.

- Elasticity and geometry: $\mu=50$ GPa, $\nu=0.25$, $b=0.40$ nm, $f_0=0.010$, $h=50$ nm, $\alpha=4$. The dislocations are of the $60^\circ$, inclined $\{111\}$ type, so $b_{\rm eff}=0.20$ nm and $S=0.408$.
- Kinetics: $T_{\rm abs}=850$ K, $U=2.0$ eV, $B_0=0.010$ m/(s Pa), $K=2.0\times10^{-6}$ m/N, $\ell=10$ micrometres, $n_0=5.0\times10^9$ m$^{-2}$.

The biaxial modulus is $M=2(50)(1.25)/0.75=166.7$ GPa. The line energy is

$$
T=\frac{(50\times10^9)(0.40\times10^{-9})^2(0.9375)}
{4\pi(0.75)}\ln500
=4.95\times10^{-9}\ {\rm J/m}.
$$

Division by $Mb_{\rm eff}h$ gives $s=0.00297$, hence $e=0.00703$. The initial excess film stress is $Me=1.17$ GPa, and its resolved part is $\tau_0=479$ MPa.

At 850 K the mobility is $B=1.39\times10^{-14}$ m/(s Pa). The initial glide speed is $B\tau_0=6.63$ micrometres per second, and $K\tau_0=957$ m$^{-1}$. Their product gives the early growth rate:

$$
Ae^2=(6.63\times10^{-6})(957)
=6.35\times10^{-3}\ {\rm s}^{-1}.
$$

The e-folding time is thus 158 s. The source strain is $\gamma_0=(0.20\times10^{-9})(10^{-5})(5.0\times10^9)=1.0\times10^{-5}$, and $A=128$ s$^{-1}$.

After one e-folding time, numerical integration gives $\gamma=1.713\times10^{-5}$, while (17) gives $1.718\times10^{-5}$. The early law is high by 0.3 percent of the integrated value.

Equation (21) places the peak at $t_p=999$ s, or 16.7 min. The rate has then risen from $6.35\times10^{-8}$ to $6.64\times10^{-6}$ s$^{-1}$, a factor of 105. Equation (16) gives this history:

| Time (s) | $\gamma/e$ | Rate (s$^{-1}$) |
|---:|---:|---:|
| 250 | 0.0055 | $3.05\times10^{-7}$ |
| 500 | 0.031 | $1.35\times10^{-6}$ |
| 750 | 0.126 | $4.34\times10^{-6}$ |
| 999 | 0.332 | $6.64\times10^{-6}$ |
| 1499 | 0.687 | $3.01\times10^{-6}$ |
| 1999 | 0.822 | $1.16\times10^{-6}$ |

The first 500 s relax 3 percent of the available strain $e$; the next 500 s relax a further 30 percent.

The late rows need caution. The line spacing $b_{\rm eff}/\gamma$ equals the film thickness at $\gamma=0.0040$, or $\gamma/e=0.57$. Beyond this point the isolated-line energy, and hence a constant $s$, is no longer justified. Those rows describe the solution of the model equation rather than a reliable forecast for a film. The row at the peak is already affected. If the lines form an evenly spaced array and $s$ is allowed to follow the resulting line cost, the peak rate rises to about $8.2\times10^{-6}$ s$^{-1}$ and occurs near $\gamma/e=0.42$, while the peak time changes by only about 3 percent.

### Which assumption causes which feature

First keep the number of sources fixed, replacing $\gamma+\gamma_0$ by $\gamma_0$. Then $\dot\gamma=A\gamma_0(e-\gamma)^2$, which decreases from the start. Integration gives

$$
\frac1{e-\gamma}-\frac1e=A\gamma_0t,
\qquad t_{1/2}=\frac1{A\gamma_0e},
$$

where $t_{1/2}$ is the time to reach $\gamma=e/2$. It is $1.11\times10^5$ s here, against 1188 s with source growth. In this model, growth of the source population causes both the acceleration and the much earlier relaxation.

Next restore the finite run length by integrating (8) and (9) numerically, starting with no moving arms. The parameter in (12) is $q=0.0096$. The half-relaxation time becomes 1198 s, a delay of 0.83 percent relative to the short-path result. Halving $\ell$ at fixed $K$ and $\gamma_0$ reduces the delay to 0.41 percent, as expected for a correction proportional to $\ell$.

Finally, change the multiplication rule. Suppose that moving dislocations, of density $N$, are themselves the sources and are never arrested. Then

$$
\dot N=K\tau vN,\qquad \dot\gamma=b_{\rm eff}Nv .
$$

Dividing these equations gives $dN/d\gamma=K\tau/b_{\rm eff}$, and integration with $\tau=SM(e-\gamma)$ yields

$$
N=N_0+\frac{KSM}{b_{\rm eff}}
\left(e\gamma-\frac{\gamma^2}{2}\right). \tag{23}
$$

As $\gamma\to e$, $N$ approaches a constant $N_\infty$. The residual strain then obeys $d(e-\gamma)/dt=-b_{\rm eff}BSMN_\infty(e-\gamma)$ and decays exponentially. With $N_0=n_0$ and the other parameters unchanged, the decay rate is $4.12\times10^{-3}$ s$^{-1}$.

This alternative can also accelerate at first. Its rate is proportional to $N(e-\gamma)$, whose initial derivative with respect to $\gamma$ is positive when $KSMe^2/b_{\rm eff}>N_0$, as it is here. With $N_0=n_0$ the rate rises only 1.9 times before it falls, but with $N_0$ a hundred times smaller it rises about 130 times. A slow start therefore does not by itself establish the Dodson–Tsao rule. The late decay at constant $s$, $1/t$ against exponential, separates the two model equations. For this film, however, that stage lies where a constant $s$ is no longer justified.

### Apparent critical thickness

The equilibrium critical thickness $h_c$ satisfies $s(h_c)=f_0$. Solving this equation numerically for the model film gives $h_c=11.3$ nm. An experiment, however, registers relaxation when $\gamma$ reaches some detection limit $\gamma_d$ within a hold time $t_h$. For $\gamma_d\ll e$, equation (17) turns this into

$$
A\,[f_0-s(h)]^2t_h\simeq
\ln\left(1+\frac{\gamma_d}{\gamma_0}\right). \tag{24}
$$

A film slightly thicker than $h_c$ has little excess stress and can appear unrelaxed. For $\gamma_d=10^{-4}$ and a hold of 3600 s, the full relation (15), solved numerically for $h$, gives an apparent critical thickness of 15.7 nm at 850 K and 29.4 nm at 800 K. The coefficients $K$, $B_0$ and $\gamma_0$ are held fixed in this comparison.

These thicknesses depend on time, temperature and detection limit. They are not new equilibrium limits. They also differ in kind from the People–Bean critical thickness, which comes from an energy criterion without a time variable. A film that stays strained above $h_c$ does not by itself show which description applies.

During growth, $h$ and $s(h)$ change with time. Equation (14) can then be integrated numerically with $e=f_0-s(h(t))$, starting with $\gamma=0$ when the film reaches $h_c$. Below $h_c$ the excess strain $e$ is negative, and the square would predict relaxation that does not occur. The closed solution (16), which assumes constant $e$, no longer holds.

### Comparison with real films

Silicon–germanium films on silicon have the slip geometry used here, a glide barrier of roughly 2 eV, and misfits that include 1 percent. The chosen source density, equivalent to $5\times10^5$ cm$^{-2}$ for each array, is far above the dislocation density of a good silicon wafer; such a film would need sources at its surface, edges or growth defects. The values of $K$ and $\ell$ are model choices. A barrier change of 0.1 eV alone changes every relaxation time at 850 K by a factor of $e^{0.1/0.0732}\simeq3.9$, with $e$ here the base of natural logarithms.

A strained layer buried under a thick unstrained cap needs a different line energy. An arm that relaxes the layer without straining the cap leaves a line at each interface. The two lines have opposite Burgers vectors and lie about $h$ apart, so their combined energy is roughly $2T$; with the same core cutoff as for the single line below a free surface it is about $1.9T$. This raises $s$ from 0.0030 to between 0.0056 and 0.0059 and lowers $e$ from 0.0070 to between 0.0044 and 0.0041. With the other parameters fixed, the early growth rate, proportional to $e^2$, falls by a factor of 2.5 to 3. Crossing dislocations can also block one another, so that $\ell$ falls as relaxation proceeds; the constant run length used here leaves that hardening out. This is a strong assumption: at the rate peak of the model film the crossing lines are about 86 nm apart, so a run of 10 micrometres passes more than 100 of them.

All numerical values are calculated from the stated model.
